# Kane's mass and Roth's g factor for InSb, step by step

**Question**

I have an exercise on the conduction band of InSb. It gives the two formulas

\[
\frac{m_0}{m^*}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right),
\qquad
g^*=2-\frac{2E_P}{3}\,\frac{\Delta}{E_g(E_g+\Delta)},
\]

and the rounded inputs \(E_g=0.24\) eV for the gap, \(\Delta=0.8\) eV for the spin-orbit splitting of the valence band, and \(E_P=23\) eV for the Kane energy. I am supposed to find a mass of about 0.014 free-electron masses and a g factor of about −50.

My mass looks right, but my g factor is a few units away from −50, and I can't tell whether I made a mistake. I also don't see where the formulas come from. Why does the same \(E_P\) set both quantities, and how can an electron have a g factor that is large and negative?

**Answer**

Your g factor is probably fine: "about −50" holds here to one significant figure. To be sure of the signs and factors, it is best to derive both formulas together, since they are two parts of one second-order expression.

**The model**

Put the zero of energy at the conduction edge. The states there are s-like, one orbital \(S\) with two spins. The valence states are p-like, with orbitals \(X,Y,Z\) and two spins. These eight states are the whole model; all other bands are left out.

For a Bloch state \(e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)\), the kinetic energy acting on \(u\) produces two new terms, \(\hbar^2k^2/2m_0\) and \((\hbar/m_0)\,\mathbf k\cdot\mathbf p\). The second couples \(S\) to the p orbitals. For real orbitals the matrix elements of \(\mathbf p=-i\hbar\nabla\) are imaginary, so we define a real \(P\) by

\[
\frac{\hbar}{m_0}\langle S|p_j|X_j\rangle=iP,\qquad E_P=\frac{2m_0P^2}{\hbar^2}.
\]

Cubic symmetry makes \(P\) the same for \(j=x,y,z\). Elements such as \(\langle S|p_x|Y\rangle\) vanish, because a half turn about the x axis leaves \(S\) and \(p_x\) alone but reverses \(Y\).

Spin-orbit coupling splits the p states:

\[
H_v=\varepsilon_p+\frac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma,\qquad (L_l)_{ij}=-i\epsilon_{lij}.
\]

Here \(\mathbf L\) is in units of \(\hbar\) and has \(l=1\). With \(\mathbf J=\mathbf L+\boldsymbol\sigma/2\),

\[
\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34=
\begin{cases}+1,& j=3/2\\-2,& j=1/2.\end{cases}
\]

The four \(j=3/2\) states, called \(\Gamma_8\), lie at \(\varepsilon_p+\Delta/3\). This is the valence edge, so it must equal \(-E_g\), which fixes \(\varepsilon_p=-E_g-\Delta/3\). The two \(j=1/2\) states, called \(\Gamma_7\), then lie at \(\varepsilon_p-2\Delta/3=-E_g-\Delta\), as they should.

**Eliminating the valence states**

Let a magnetic field \(B\) point along z. The electron has charge \(-e\), so \(\mathbf k\) becomes the operator \((\mathbf p+e\mathbf A)/\hbar\) acting on slowly varying envelopes. The free spin, with its g factor taken as 2, adds \(\mu_BB\sigma_z\), where \(\mu_B=e\hbar/2m_0\).

Write \(F_s\) for the conduction envelope and \(F_i\) for the three p envelopes, each with two spin components. Near the conduction edge,

\[
EF_s=\left(\frac{\hbar^2k^2}{2m_0}+\mu_BB\sigma_z\right)F_s+iP\sum_i k_iF_i,
\]

\[
EF_i=\sum_j(H_v)_{ij}F_j-iPk_iF_s.
\]

In the second line I dropped the free kinetic and Zeeman energies of the valence states, which are small compared with \(E_g\). For the same reason \(E\) may be set to zero there. Solving for the p envelopes gives

\[
F_i=-iP\sum_jG_{ij}k_jF_s,\qquad G=(-H_v)^{-1}.
\]

Inserting this in the first line, and using \(iP\cdot(-iP)=P^2\), leaves an effective Hamiltonian for the conduction electron:

\[
H_{\rm eff}=\frac{\hbar^2k^2}{2m_0}+\mu_BB\sigma_z+P^2\sum_{ij}k_iG_{ij}k_j .
\]

The order of \(k_i\) and \(k_j\) must be kept, because in a field they do not commute.

Since \(\mathbf L\cdot\boldsymbol\sigma\) has two distinct eigenvalues, any function of it can be written as a linear one, so \(G=a+b\,\mathbf L\cdot\boldsymbol\sigma\). On the two valence levels this must give

\[
a+b=\frac1{E_g},\qquad a-2b=\frac1{E_g+\Delta}.
\]

Subtracting the second equation from the first yields \(3b\), and \(a=1/E_g-b\) then follows:

\[
b=\frac13\left(\frac1{E_g}-\frac1{E_g+\Delta}\right)=\frac{\Delta}{3E_g(E_g+\Delta)},
\]

\[
a=\frac13\left(\frac2{E_g}+\frac1{E_g+\Delta}\right).
\]

**The mass comes from a**

The \(a\) part of \(G\) is diagonal in the orbital index and contributes \(P^2a\,k^2=E_Pa\,\hbar^2k^2/2m_0\). Together with the free term,

\[
\frac{\hbar^2k^2}{2m_0}(1+E_Pa)=\frac{\hbar^2k^2}{2m^*}
\quad\Rightarrow\quad
\frac{m_0}{m^*}=1+E_Pa .
\]

This is Kane's formula. The valence states lie below the conduction edge and push it upward by an amount that grows as \(k^2\). The band curves more strongly, so the electron is lighter.

**The g factor comes from b**

The \(b\) part contributes

\[
P^2b\sum_{ijl}k_ik_j(-i\epsilon_{lij})\sigma_l=-iP^2b\,(\mathbf k\times\mathbf k)\cdot\boldsymbol\sigma .
\]

Without a field the components of \(\mathbf k\) commute and this vanishes. With a field,

\[
[k_x,k_y]=\frac{e}{\hbar^2}\left([p_x,A_y]+[A_x,p_y]\right)
=-\frac{ie}{\hbar}\left(\partial_xA_y-\partial_yA_x\right)=-\frac{ieB}{\hbar}.
\]

This is the z component of \(\mathbf k\times\mathbf k\); the other two are zero. The \(b\) part therefore becomes

\[
-iP^2b\left(-\frac{ieB}{\hbar}\right)\sigma_z=-P^2b\,\frac{eB}{\hbar}\,\sigma_z=-E_Pb\,\mu_BB\,\sigma_z,
\]

where the last step uses \(P^2=E_P\hbar^2/2m_0\). Define \(g^*\) by \(E_\uparrow-E_\downarrow=g^*\mu_BB\), which means a spin term \(\tfrac12g^*\mu_BB\sigma_z\). Then

\[
\tfrac12g^*=1-E_Pb\quad\Rightarrow\quad g^*=2-2E_Pb ,
\]

which is Roth's formula. The same \(E_P\) appears in both results because both come from the same trip into the valence band and back.

**Putting in the numbers**

For the mass:

- \(E_P/3=7.6667\) eV
- \(2/E_g=2/0.24=8.3333\) eV⁻¹
- \(1/(E_g+\Delta)=1/1.04=0.9615\) eV⁻¹
- the bracket is \(8.3333+0.9615=9.2949\) eV⁻¹ after rounding

\[
\frac{m_0}{m^*}=1+7.6667\times9.2949=72.26,\qquad \frac{m^*}{m_0}=0.0138 .
\]

That is about 0.014, or \(1.26\times10^{-32}\) kg. Of the 72.26, the \(\Gamma_8\) states supply 63.89, the \(\Gamma_7\) states 7.37, and the free electron 1.

For the g factor:

- \(2E_P/3=15.3333\) eV
- \(E_g(E_g+\Delta)=0.24\times1.04=0.2496\) eV²
- \(\Delta/[E_g(E_g+\Delta)]=0.8/0.2496=3.2051\) eV⁻¹

\[
g^*=2-15.3333\times3.2051=2-49.145\approx-47.1 .
\]

So −47 is the correct value for your inputs, and it becomes −50 when rounded to one figure.

As a check on the algebra, the full eight-band matrix can be diagonalized without eliminating anything. At small \(k\) it gives \(m_0/m^*=72.260\). In a field of 0.0001 T, its two lowest conduction levels give \(m_0/m^*=72.261\) and \(g^*=-47.145\), in agreement with the formulas. This confirms the elimination and its signs within the model; it says nothing about the bands left out. The values are in the numerical output below.

**How many digits are justified?**

Suppose each input is uncertain by half a unit in its last digit: \(E_g\) by 0.005 eV, \(\Delta\) by 0.05 eV, \(E_P\) by 0.5 eV. The mass ratio then ranges from 0.0132 to 0.0145, and \(g^*\) from −50.2 to −44.1. A value of −50 is just inside that range, but only near the corner \(E_g=0.235\) eV, \(\Delta=0.85\) eV, \(E_P=23.5\) eV, where the mass ratio is 0.0134 and rounds to 0.013. With spreads this wide, two digits for either quantity are already generous. These ranges describe the rounding of the inputs, not the error of the model.

You can also ask whether 0.014 and −50 fit together. From \(m_0/m^*-1=E_Pa\) and \(2-g^*=2E_Pb\), the Kane energy cancels in the ratio:

\[
\frac{2-g^*}{m_0/m^*-1}=\frac{2b}{a}=\frac{2\Delta}{3E_g+2\Delta}=\frac{1.6}{2.32}=0.690 .
\]

Here I used \(a=(3E_g+2\Delta)/[3E_g(E_g+\Delta)]\), which is the earlier \(a\) over a common denominator. With your gap and splitting, a mass ratio of 0.014 would imply \(g^*=-46.6\). The two target values are therefore compatible as rounded numbers, but not as precise ones.

**Why is g negative?**

The lowest Landau level shows it directly. Take no motion along the field, and define \(k_\pm=k_x\pm ik_y\). The coupling sends the conduction electron into the p combination

\[
k_xX+k_yY=\tfrac12k_+(X-iY)+\tfrac12k_-(X+iY).
\]

Multiplying out and using the commutator, \(k_+k_-=k_x^2+k_y^2-i[k_x,k_y]=k^2-eB/\hbar\), and likewise \(k_-k_+=k^2+eB/\hbar\). Since \(k_+\) is the adjoint of \(k_-\), the mean of \(k_+k_-\) is the squared norm of \(k_-F_s\). In the lowest Landau level \(k^2=eB/\hbar\), so this norm vanishes and \(k_-\) gives zero. What remains is \(X-iY\), which has orbital moment \(m_l=-1\).

Now add the spin. The mean value of \(\mathbf L\cdot\boldsymbol\sigma\) in such a state is \(m_l\) times \(\pm1\), because the spin-flip parts have no diagonal element.

- Spin down: the mean is \(+1\), the largest eigenvalue, so the state is purely \(\Gamma_8\).
- Spin up: the mean is \(-1\). If \(w\) is the \(\Gamma_8\) weight, \(w-2(1-w)=-1\), so \(w=1/3\). The other two thirds are \(\Gamma_7\).

The strength of the coupling is the same for both spins. The squared norm of \(\tfrac12k_+(X-iY)F_s\) is \(\tfrac12\langle k_-k_+\rangle=\tfrac12(k^2+eB/\hbar)=eB/\hbar\), and \(P^2eB/\hbar=E_P\mu_BB\). The free kinetic energy is \(\mu_BB\), and the free spin energy is \(\pm\mu_BB\). Hence

\[
E_\downarrow=\mu_BB\,\frac{E_P}{E_g},\qquad
E_\uparrow=\mu_BB\left[2+\frac{E_P}{3}\left(\frac1{E_g}+\frac2{E_g+\Delta}\right)\right].
\]

The spin-down electron is repelled entirely by the near level \(\Gamma_8\). The spin-up electron has only one third of its squared coupling to \(\Gamma_8\) and two thirds to the more distant \(\Gamma_7\), so it is pushed up less: by \(31.9+14.7=46.7\) times \(\mu_BB\) for the InSb inputs, against 95.8 for spin down. Even here the nearer \(\Gamma_8\) gives the larger share of the push, despite its smaller weight. With the InSb inputs this difference far exceeds the free-spin term 2, spin down ends up higher, and \(g^*\) is negative. Subtracting the energies returns Roth's formula, and their mean, \(\mu_BB\,m_0/m^*\), returns Kane's.

**Limits worth knowing**

If \(\Delta=0\), the two valence levels coincide, the spins are pushed equally, and \(g^*=2\). The mass stays light, since \(m_0/m^*=1+E_P/E_g\). A small mass by itself is therefore not enough for a large g factor in this model; spin-orbit splitting is needed too.

If \(\Delta\gg E_g\), the \(\Gamma_7\) terms drop out. Then \(m_0/m^*=1+2E_P/3E_g\) and \(g^*=2-2E_P/3E_g\). For your gap and \(E_P\) the latter would be \(2-63.9=-61.9\), so the finite splitting in InSb matters: \(\Gamma_7\) returns \(2\times7.37=14.7\) units to \(g^*\).

The sign of \(g^*\) is not fixed by the formula. It passes through zero when \(E_g(E_g+\Delta)=E_P\Delta/3\), and it is positive for larger gaps at the same \(E_P\) and \(\Delta\).

**What this means at 1 T**

With \(\mu_BB=0.05788\) meV, the weak-field formulas give a Landau-level spacing of

\[
\hbar\omega_c=\frac{\hbar eB}{m^*}=2\mu_BB\,\frac{m_0}{m^*}=2\times0.05788\times72.26=8.365\ \text{meV}
\]

and a spin splitting of \(47.1\times0.05788=2.73\) meV. The spin splitting is 0.326 of the spacing. For a free electron with \(g=2\) the two would be equal.

At this field the formulas begin to drift. The eight-band matrix gives \(g^*=-45.5\) for the lowest Landau level, smaller in magnitude by 3.6% of the weak-field value. The reason is that I set \(E=0\) in the valence equations. Keeping it replaces \(E_g\) by \(E_g+E\) in the two level energies above, which lowers both levels:

\[
E_\downarrow=\mu_BB\,\frac{E_P}{E_g+E_\downarrow},
\]

and similarly for spin up. The spin-down level is lowered more, for two reasons: it has the higher energy, and its whole repulsion comes through the smaller denominator, which is more sensitive to \(E\). The splitting shrinks. The valence kinetic and Zeeman terms I dropped are only a few \(\mu_BB\), whereas \(E_\downarrow\) is \(23/0.24\approx96\) times \(\mu_BB\), so they are a smaller correction.

Use the two formulas, then, when the electron's energy above the band edge is small compared with the gap. Even there they omit the remote bands, whose effect on the mass and g factor this calculation does not determine.

## Computed values

```
Input gap E_g: 0.24 eV
Input spin-orbit splitting Delta: 0.8 eV
Input Kane energy E_P: 23 eV
hbar^2/(2 m0): 3.8100 eV angstrom^2
Matrix element P: 9.361 eV angstrom
E_g + Delta: 1.04 eV
E_P/3: 7.6667 eV
2/E_g: 8.3333 1/eV
1/(E_g+Delta): 0.9615 1/eV
Sum 2/E_g + 1/(E_g+Delta): 9.2949 1/eV
Coefficient a: 3.0983 1/eV
Coefficient b: 1.0684 1/eV
Gamma8 part of m0/m: 63.889 (no unit)
Gamma7 part of m0/m: 7.372 (no unit)
m0/m, formula: 72.261 (no unit)
m0/m, eight-band small k: 72.260 (no unit)
m0/m, Landau levels 0.0001 T: 72.261 (no unit)
m/m0, formula: 0.01384 (no unit)
Mass m: 1.261e-32 kg
2 E_P/3: 15.3333 eV
E_g (E_g+Delta): 0.2496 eV^2
Delta/(E_g (E_g+Delta)): 3.2051 1/eV
Band part of g: -49.145 (no unit)
g, formula: -47.145 (no unit)
g, Landau levels 0.0001 T: -47.145 (no unit)
g with Delta = 0, formula: 2.000 (no unit)
Ratio 2 Delta/(3 E_g+2 Delta): 0.6897 (no unit)
g implied by m/m0 = 0.014: -46.57 (no unit)
m/m0 range from input rounding: 0.0132 to 0.0145 (no unit)
g range from input rounding: -50.2 to -44.1 (no unit)
Bohr magneton times 1 T: 0.05788 meV
Cyclotron energy at 1 T, weak-field formula: 8.365 meV
Spin splitting at 1 T, weak-field formula: 2.729 meV
Spin splitting / cyclotron energy: 0.326 (no unit)
g of lowest Landau level at 1 T, eight-band: -45.45 (no unit)
```
